# Fluence-increment convergence of damage feedback in crystalline ion-implantation Monte Carlo

## Result

Let \(D(z)\) be the recoil energy deposited per host atom at depth \(z\), and let

\[
p(z)=1-e^{-D(z)/E_a}
\]

be the probability that an ion's next collision partner is drawn at random instead of from the lattice. If \(p\) is updated after each of \(K\) equal fluence increments \(\Delta=\Phi/K\), the scheme is explicit Euler in fluence. Damage and channelled tail then converge with errors proportional to \(1/K\). Too coarse an increment leaves the crystal near the surface too perfect: in the example below it gives too little damage there and too long a tail. Beyond about 20 nm, where the extra channelled ions deposit their energy, the damage is too large.

With \(f_0\) and \(f_1\) the tail fractions per ion in the virgin and final crystal, and \(r\) the ratio of final to virgin near-surface energy deposition, the bias of the accumulated tail fraction is approximately

\[
\delta F_K\simeq\frac{f_0-f_1}{2K}\,\kappa,\qquad \kappa=\frac{r\ln r}{r-1}.
\]

The factor \(\kappa\) rests on a one-mode closure and on a tail loss proportional to the gain in deposition, both stated below. For 5 keV phosphorus along [100] silicon at \(5\times10^{13}\ \mathrm{cm^{-2}}\), the tail beyond 30 nm approaches 0.16 to 0.17 of the incident ions. With \(K=16\) it is still \(11\pm6\) % above a midpoint calculation. The tail beyond 50 nm is near 0.04 but is less well determined.

## Collision step

Energies are in eV, lengths in nm, and \(e^2\) is Gaussian. An ion of mass \(M_1\), charge number \(Z_1\) and energy \(E\) meets a resting atom \((M_2,Z_2)\). The interaction is \(V=Z_1Z_2e^2\varphi(r/a_s)/r\), with the universal screening function

\[
\varphi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}
\]

and \(a_s=0.8854a_0/(Z_1^{0.23}+Z_2^{0.23})\), where \(a_0\) is the Bohr radius. The centre-of-mass energy is \(E_c=EM_2/(M_1+M_2)\). For impact parameter \(b\) and closest approach \(r_0\), the scattering angle is

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} .
\]

Putting \(r=r_0/\cos\alpha\) gives \(dr/r^2=\sin\alpha\,d\alpha/r_0\). This removes the endpoint singularity, and Gauss–Legendre quadrature then fills a table in \(E\) and \(b\).

In the centre-of-mass frame the atom has speed \(M_1v/(M_1+M_2)\) before and after, and its velocity turns by \(\theta\). Its velocity change is \(2M_1v\sin(\theta/2)/(M_1+M_2)\), so the recoil energy is

\[
T=\frac{M_2}{2}\frac{4M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac{\theta}{2}
=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac{\theta}{2}.
\]

Adding the centre-of-mass velocity to the rotated ion velocity gives components proportional to \(\mu+\cos\theta\) and \(\sin\theta\), with \(\mu=M_1/M_2\). The laboratory deflection \(\psi\) therefore obeys

\[
(\cos\psi,\sin\psi)=\frac{(\mu+\cos\theta,\ \sin\theta)}{\sqrt{1+2\mu\cos\theta+\mu^2}} .
\]

If \(\mathbf t\) is the unit vector from the ion's path towards the atom, perpendicular to the direction \(\mathbf u\), repulsion gives \(\mathbf u'=\cos\psi\,\mathbf u-\sin\psi\,\mathbf t\).

Electronic loss per path length is taken in the Lindhard form

\[
S=8\pi n e^2a_0\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},\qquad v_0=e^2/\hbar,
\]

with \(n\) the atom density.

## Lattice or random partner

For lattice constant \(a\), [100] layers are \(h=a/4\) apart. Each is a square net of side \(L=a/\sqrt2\), so one atom occupies area \(A=a^2/2\). Along the net axes the successive offsets are \((0,0),(L/2,0),(L/2,L/2),(0,L/2)\). The density is right because \(1/(Ah)=8/a^3=n\).

An ion in the crystal advances to the next layer, a path \(s=h/u_z\). A lattice collision takes the nearest site plus a Gaussian thermal displacement. An amorphous collision takes a random azimuth and

\[
b=\sqrt{U\,\frac{Ah}{\pi s}},\qquad 0<U<1\ \text{uniform}.
\]

The disc area times \(s\) is \(Ah\), the volume per atom. Damage thus removes the correlation between successive impact parameters without changing the number of atoms met. In the first layer, counting recoils above 15 eV, quadrature over the disc gives a mean transfer of 53.3 eV. Sampling gives \(53.1\pm1.5\) eV for lattice partners and \(53.7\pm1.6\) eV for random ones.

Once an ion leaves a 20° cone about the axis, all its later partners are random and \(s=h\). Rechannelling and other channels are neglected. An ion stops below 50 eV and is discarded if it leaves through the surface.

## Damage estimator

If further energy damages only the crystalline fraction, \(dp=(1-p)\,dD/E_a\). Separating variables from \(p(0)=0\) gives \(-\ln(1-p)=D/E_a\), the law above. The code should store \(D\), not add linear increments to \(p\).

Let \(g_j\) be the mean recoil energy per incident ion scored in depth bin \(j\) of width \(w\), counting recoils above 15 eV. A fluence \(\Delta\) deposits \(\Delta g_j\) per area among \(nw\) atoms per area. Hence

\[
D_j\leftarrow D_j+\Delta\,G_j,\qquad G_j=\frac{g_j}{nw}.
\]

```
D = 0; F = 0
repeat K times:
    p = 1 - exp(-D/Ea)
    if midpoint:
        transport independent ions in p; obtain G
        p = 1 - exp(-(D + Delta*G/2)/Ea)
    transport N/K ions in frozen p; obtain G and tail f
    F = F + f/K
    D = D + Delta*G
```

Within an increment the ions do not see one another's damage. Each of the \(N\) scored ions represents fluence \(\Phi/N\).

## Leading Euler error

The expectation of the transport defines functionals \(G[D]\) and \(f[D]\). For independent partner draws and a bounded number of collisions, the probability of a sequence of lattice and random choices is a polynomial in the bin values of \(p\). The expectations are therefore smooth in \(D\). Continuous implantation obeys

\[
\frac{dD}{d\phi}=G[D],\qquad F=\frac1\Phi\int_0^\Phi f[D(\phi)]\,d\phi .
\]

A prime on \(G\) or \(f\) denotes its directional derivative with respect to the damage map. Write the batched damage as \(D_K=D+\Delta q+O(\Delta^2)\). In \(D_K(\phi+\Delta)-D_K(\phi)=\Delta G[D_K(\phi)]\), the left side is

\[
\Delta\frac{dD}{d\phi}+\frac{\Delta^2}{2}\frac{d^2D}{d\phi^2}+\Delta^2\frac{dq}{d\phi}+O(\Delta^3),
\]

and the right side is \(\Delta G+\Delta^2G'[q]+O(\Delta^3)\). The first-order terms agree. Since \(d^2D/d\phi^2=G'[G]\), the second-order terms give

\[
\frac{dq}{d\phi}=G'[q]-\tfrac12G'[G].
\]

With \(q=-e/2\),

\[
D_K-D=-\frac{\Delta}{2}e+O(\Delta^2),\qquad \frac{de}{d\phi}=G'[e+G],\quad e(0)=0 .
\]

The tail has two errors. The left Riemann sum of a smooth function differs from its integral by \(-(\Delta/2)(f_1-f_0)\), and the damage lag adds \(-(\Delta/2)\int f'[e]d\phi\). Because \(f_1-f_0=\int f'[G]d\phi\), division by \(\Phi\) gives

\[
\delta F_K=-\frac1{2K}\int_0^\Phi f'[e+G]\,d\phi+O(K^{-2}).
\]

If deposition does not depend on damage, \(G'=0\), so \(e=0\) and \(\delta F_K=(f_0-f_1)/(2K)\). This limit needs only two tail measurements.

### Size of the feedback

Dechannelled ions deposit more energy near the surface, so \(e\) need not be small. Suppose the damage keeps one depth profile, \(D=s(\phi)g(z)\) and \(G=\gamma(s)g(z)\). Then \(ds/d\phi=\gamma\). With \(e=\eta g\), the lag equation is \(d\eta/d\phi=\gamma_s(\eta+\gamma)\), where \(\gamma_s=d\gamma/ds\). Since \(d\gamma/d\phi=\gamma_s\gamma\),

\[
\frac{d}{d\phi}\frac{\eta}{\gamma}
=\gamma_s\left(\frac{\eta}{\gamma}+1\right)-\frac{\eta}{\gamma}\gamma_s
=\gamma_s=\frac{d\ln\gamma}{d\phi},
\]

so \(\eta=\gamma\ln(\gamma/\gamma_0)\). Using \(df=f_s\gamma\,d\phi\), with \(f_s=df/ds\),

\[
\delta F_K=-\frac1{2K}\int_{f_0}^{f_1}\left(1+\ln\frac{\gamma}{\gamma_0}\right)df .
\]

If the tail loss is also proportional to the gain in deposition, \(df=-(f_0-f_1)d\gamma/(\gamma_1-\gamma_0)\). The antiderivative of \(1+\ln(\gamma/\gamma_0)\) is \(\gamma\ln(\gamma/\gamma_0)\). Inserting the limits and \(r=\gamma_1/\gamma_0\) gives \(\kappa=r\ln r/(r-1)\), which tends to 1 as \(r\to1\). Both assumptions are approximate in the silicon example: as damage grows, deposition rises near the surface but falls at depth, so the profile changes shape. The tail also falls ahead of the gain in deposition: at one quarter and one half of the fluence it has lost about 43 % and 76 % of its drop, while deposition in the first 10 nm has gained about 27 % and 52 % of its rise. Integrating along these points gives \(\kappa\simeq1.27\), some 7 % below the closed formula. The factor is an estimate of the feedback, not an exact coefficient.

## Midpoint variant

Let \(B=G''[G,G]\) and \(H=G'[G]\). One exact step is

\[
D+\Delta G+\frac{\Delta^2}{2}H+\frac{\Delta^3}{6}(B+G'[H])+O(\Delta^4).
\]

The midpoint step \(D+\Delta G[D+\Delta G/2]\) has the same terms through \(\Delta^2\), followed by \(\Delta^3B/8\). Subtraction leaves \(-\Delta^3(B/24+G'[H]/6)\), so the accumulated dose error is \(\Delta^2m\), with

\[
\frac{dm}{d\phi}=G'[m]-\frac{B}{24}-\frac{G'[H]}6,\qquad m(0)=0.
\]

The predictor also omits \(\Delta^2H/8\) from the half-step dose, and midpoint quadrature has its own endpoint error. Together,

\[
\delta F_{\rm mid}=\frac{\Delta^2}{\Phi}\left\{-\frac1{24}\left[\frac{df}{d\phi}\right]_0^\Phi-\frac18\int_0^\Phi f'[H]d\phi+\int_0^\Phi f'[m]d\phi\right\}+O(\Delta^3).
\]

These terms can cancel, which matters when an order is inferred from error ratios. A noiseless model shows it. Take 40 cells, \(\Phi=E_a=1\), and

\[
G_i=0.3\left(1-\tfrac12e^{-0.25\sum_{j<i}p_j}\right),\qquad f=e^{-0.25\sum_jp_j}.
\]

Fourth-order Runge–Kutta integration, with finite-difference directional derivatives, gives the three terms as \(-0.0492\), \(+0.0479\) and \(+0.0019\). Their sum is only 0.0007. Halving the increment from \(K=32\) to 64 divides the midpoint tail error by 4.87 at full fluence, but by 4.01 at quarter fluence. The first ratio does not indicate a higher order; the leading term is nearly absent. The Euler ratio at full fluence is 2.005.

## Phosphorus in silicon

The inputs are \(E=5\) keV, zero tilt, \(\Phi=0.5\ \mathrm{nm^{-2}}=5\times10^{13}\ \mathrm{cm^{-2}}\), \(a=0.5431\) nm, thermal displacement 0.008 nm per axis and \(E_a=12\) eV per atom. The last two are rough typical values. Bins are 1 nm wide. Initial electronic loss is 62 eV/nm. Since it varies as \(\sqrt E\), electronic loss alone would give a range \(2E/S=10000/62.1\simeq161\) nm; nuclear collisions shorten it.

Every schedule scores 6400 ions, divided among eight independent damage maps. Uncertainties are standard errors over the maps. The midpoint run has four increments and uses another 6400 predictor ions. It gives a tail beyond 30 nm of \(0.157\pm0.006\) and a mean \(p\) over the first 10 nm of \(0.154\pm0.002\).

Transport in the virgin crystal gives \(f_0=0.411\), and in the final damage \(f_1=0.039\). Recoil deposition in the first 10 nm rises from 1343 to 2597 eV per ion. Thus \(r=1.934\), \(\ln r=0.6595\), and

\[
\kappa=\frac{1.934\times0.6595}{0.934}\simeq1.366,\qquad
\delta F_K\simeq\frac{0.372}{2K}\times1.366=\frac{0.254}{K}.
\]

| \(K\) | tail >30 nm | excess over midpoint | \(0.254/K\) | mean \(p\) |
|---:|---:|---:|---:|---:|
| 1 | 0.411 | 0.254 ± 0.011 | 0.254 | 0.105 |
| 2 | 0.290 | 0.133 ± 0.009 | 0.127 | 0.128 |
| 4 | 0.218 | 0.061 ± 0.007 | 0.064 | 0.144 |
| 8 | 0.200 | 0.043 ± 0.009 | 0.032 | 0.146 |
| 16 | 0.175 | 0.018 ± 0.008 | 0.016 | 0.150 |

The excesses share the noise and any bias of the midpoint reference. Without \(\kappa\), the prediction for \(K=4\) is 0.047, below the measured 0.061. The value of \(\kappa\) depends on the depth over which \(r\) is taken, here 10 nm, so the closeness of the agreement is partly a matter of that choice. The close agreement at \(K=1\) should not be read as proof of a leading-order formula at so large a step.

Euler results also allow an extrapolation independent of the midpoint run. If \(F_K=F+c/K\), eliminating \(c\) between \(K=4\) and 16 gives

\[
F=\frac{16F_{16}-4F_4}{12}=0.161\pm0.008,
\]

in agreement with the midpoint value. With fresh random numbers, midpoint runs of four and eight increments give \(0.169\pm0.008\) and \(0.170\pm0.006\), so the limit is uncertain by about 0.01 and the table's excesses may be too large by that amount. Surface damage at \(K=16\) also agrees with the midpoint value within noise, whereas \(K=1\) is 32 % below it.

Beyond 50 nm the tail is 0.061 for \(K=4\), \(0.046\pm0.003\) for \(K=16\), and \(0.028\pm0.003\) for midpoint. The same extrapolation gives \(0.041\pm0.004\), about 2.9 combined standard errors above midpoint. The midpoint value is not stable: with fresh random numbers four increments give \(0.042\pm0.002\) and eight give \(0.042\pm0.003\), a shift of 0.014 that matches the extrapolation. This points to noise rather than step bias, and shows that an error bar from eight maps can understate the scatter of a small tail. Convergence of surface damage, or of a shallower tail, does not certify the deep tail.

The tail sets the required increment. It falls by a factor \(0.411/0.039\simeq11\) while mean surface \(p\) reaches only 0.15. Resolving the approach to amorphization is therefore insufficient. If the same estimate is extrapolated beyond the largest \(K\) run here, a 2 % bias relative to 0.157 requires

\[
K\simeq\frac{0.254}{0.02\times0.157}\simeq81,
\]

or \(\Delta\simeq6\times10^{11}\ \mathrm{cm^{-2}}\). The uncertainty in the coefficient (0.23 to 0.26) and in the limit (0.157 to 0.170) makes this a range of about 70 to 80. Ignoring feedback would suggest 60. Confirming the 2 % level also needs more histories, since the present statistical error is about 4 %.

## Cost, noise and stability

Euler transports \(N\) ions whatever \(K\) is; midpoint transports \(2N\) if predictor and scored batches are equal. Smaller Euler batches cost extra map updates and, in vectorized code, shorter arrays. They need not reduce the total number of histories, and the limit is an update after every ion.

Given the current map, a new independent batch estimates \(f\) without bias. The map itself contains noise \(\delta D\), whose mean effect to second order is \(\langle f'[\delta D]\rangle+\tfrac12\langle f''[\delta D,\delta D]\rangle\). The first term need not vanish, because \(G\) is nonlinear in the map and earlier noise therefore shifts the mean damage. Both terms are normally of order \(1/N\). Refining \(K\) at fixed \(N\) does not remove this bias. With \(K=8\), reducing the histories per map from 800 to 200 changes the tail from \(0.200\pm0.006\) to \(0.188\pm0.006\), a difference not resolved from noise. Error bars should come from independent maps, because ions sharing a map also share its noise.

The update cannot make \(p\) negative or exceed 1, since deposited energy is nonnegative. This stability holds for any increment and says nothing about accuracy: \(K=1\) is stable and overestimates the tail by a factor of 2.6 relative to midpoint.

## Model failures and the real process

The following runs hold \(K=8\) and all other settings fixed, with half the histories. The baseline tail is \(0.200\pm0.006\).

- Holding each random draw for 15 layers, about 2 nm, raises it to \(0.288\pm0.014\). At equal \(p\), the chance of crossing 15 layers without an amorphous collision is \(1-p\) for one shared draw, but \((1-p)^{15}\) for independent draws. Amorphous pockets therefore leave more ions undisturbed.
- Raising \(E_a\) by half, a crude stand-in for weaker damage retention, gives \(0.237\pm0.004\).
- A 2° tilt towards a net axis, which is a \(\langle110\rangle\) direction, gives \(0.149\pm0.004\).
- Reducing electronic loss by 30 % gives \(0.209\pm0.008\), and widening the cone to 30° gives \(0.195\pm0.012\). Neither change is resolved.

Recoil transport is also missing. At 5 keV, recoils above 500 eV carry 78 % of the nuclear loss, so placing their energy in the collision bin is a coarse approximation. The Norgett–Robinson–Torrens energy partition assigns about 22 % of a 1 keV silicon recoil's energy to electrons; the model counts all of it as damage.

Perfect alignment and a bare surface favour channelling. The 2° run already lowers the tail by 26 %, so the aligned result should not be used for a tilted implant or for one made through an oxide. Defect migration during implantation and dopant diffusion during annealing are absent. Holding each ion's draw for 15 layers, a crude stand-in for correlated pockets, changes the tail by 44 %, more than the remaining increment error at \(K=16\). Refining the fluence step reduces the increment error of the stated model; it does not remove map noise or supply the missing damage physics.
